# How Mean-Field Nucleation Suppresses Small Gaps Between Islands in One Dimension, part 2

To decide whether starting islands on a line may be placed at random, we seek the late-time density of short gaps between them.

**A1.** Islands are immobile points that capture every arriving adatom.

**A2.** Atoms arrive uniformly at rate $F$ per length and time and diffuse with constant $D$. The adatom density $n(x)$, per length, follows its steady profile in each gap, unaltered by nucleation.

**A3.** Two adatoms form a stable, immobile island. The mean-field nucleation rate per length and time is $\kappa Dn^2/a$, with site spacing $a$ and dimensionless constant $\kappa$.

At distance $x$ from the left island of a gap $y$, $n=Fx(y-x)/(2D)$. The gap splits there with rate $Kx^2(y-x)^2$ per length, $K=\kappa F^2/(4Da)$, and in total with rate $Ky^5/30$. The density $g(x,t)$ of gaps of length $x$, per length of substrate, obeys

$$
\frac{\partial g}{\partial t}
=-\frac{Kx^5}{30}g(x,t)
+2Kx^2\int_x^\infty (y-x)^2g(y,t)\,dy ,
$$

whose last term is the gain. "Direct evolution" solves this splitting equation on integer lengths (sites). For one initial gap $L$, $z=KL^5t/30$; the tabulated M2/L^2 is the expected sum of its descendants' squared lengths, divided by $L^2$.

The gap (island) density is $N$, and $u=xN$. At late times $g(u/N,t)/N^2$ tends to $\phi(u)$, independent of the initial gaps, with moments $m_s=\int_0^\infty u^s\phi\,du$, $m_0=m_1=1$. The theorem's remaining claim is

$$
\phi(u)=Cu^2+O(u^3),\qquad C=\frac{15\,m_2}{m_5}.
$$

Already shown, with $\tau=Kt/30$, $b=(13+i\sqrt{71})/2$ and $\omega=m_5/30$:

$$
G(s)=\frac{\Gamma(\frac{s+3}{5})\Gamma(\frac{s+4}{5})\Gamma(\frac{s+5}{5})}
{|\Gamma(\frac{s+b}{5})|^2},
$$

$$
m_s=\left[\frac{G(0)}{G(1)}\right]^s\frac{G(s)}{G(0)},\qquad
N\sim\frac{G(0)}{G(1)}\tau^{1/5}
$$

(the late-time law for $N$), the bound $\phi(u)\le\text{const}\cdot u^2$, and

$$
\phi(u)=\frac{2u^2}{\omega}\int_0^1
\rho^3e^{-u^5(1-\rho^5)/(150\omega)}Q(\rho u)\,d\rho ,
$$

$$
Q(w)=\int_w^\infty(v-w)^2\phi(v)\,dv .
$$

**Small $u$.** Since $m_0=m_1=1$,

$$
Q(w)=m_2-2w+w^2-\int_0^w(v-w)^2\phi(v)\,dv .
$$

The bound $\phi\le\text{const}\cdot v^2$ makes the last integral $O(w^5)$. The exponential is $1+O(u^5)$. Using $\int_0^1\rho^3d\rho=\frac14$, $\int_0^1\rho^4d\rho=\frac15$ and $\int_0^1\rho^5d\rho=\frac16$,

$$
\phi(u)=\frac1\omega\left(\frac{m_2}{2}u^2-\frac45u^3+\frac13u^4\right)+O(u^7).
$$

The leading coefficient is $C=m_2/(2\omega)=15m_2/m_5$. This proves the theorem. $\square$

### Remark 1: the coefficient and its range

The gamma functions give $G(0)/G(1)=1.76655$, $m_2=1.17847$, $m_5=3.44080$ and $\omega=0.114693$. Hence

$$
\phi(u)=5.1375u^2-6.9751u^3+2.9063u^4+O(u^7).
$$

These are pure numbers, independent of $F$, $D$ and $\kappa$ within the model. They are reached slowly if the start contains short gaps, because short gaps almost never split and are only diluted. Initial islands placed at random with density $N_0$ add about $u(N_0/N)^2$ to the fraction of gaps below $u$. At $u=0.1$ this term falls to the size of the late-time fraction only when $N\approx8N_0$, and $N$ grows only as $t^{1/5}$. The square alone is a narrow approximation:

$$
\frac{\phi(u)}{Cu^2}=1-\frac{8u}{5m_2}+\frac{2u^2}{3m_2}+O(u^5).
$$

At $u=0.1$ this ratio is $0.87$. A fit over a wider range will therefore return an apparent power below two even if the model holds.

Direct evolution of a 400-site gap until the mean gap is 40 sites gives $C=5.1375$ after extrapolation to zero length. Between 2 and 4 sites the local power, defined as the base-2 logarithm of the density ratio, is $1.898$. The series gives the same value at $u=0.05$ and $0.1$. The departure from two is thus the effect of the higher terms.

### Remark 2: what repetition does

In the same 400-site gap, evolved so briefly that almost all short pieces come from a first split, the local power between 2 and 4 sites is $1.985$. The factor $(y-x)^2$ explains the small deficit:

$$
2+2\log_2\frac{396}{398}=1.985 .
$$

The square is present before repetition matters.

Repetition could have spoiled its finite coefficient. Suppose each gap split at a constant rate $\gamma$, with the same distribution of relative positions. The gain would be

$$
60\gamma x^2\int_x^L\frac{(y-x)^2}{y^5}g(y)\,dy .
$$

First-generation pieces have $g\approx Ay^2$ at small $y$, where $A$ depends on time. Feeding that form into the gain leaves the integral

$$
\int_x^L\frac{(y-x)^2}{y^3}dy
=\ln\frac Lx-2\left(1-\frac xL\right)
+\frac12\left(1-\frac{x^2}{L^2}\right).
$$

The logarithm diverges as $x\to0$. Later generations add only positive contributions, so $g/x^2$ has no finite limit. Splitting of gaps that are already short supplies too many still shorter ones.

For the real rate, proportional to $y^5$, the corresponding integral is $\int(y-x)^2y^2dy$. It is finite at small $y$, and the square survives. With the length-independent rate, a 400-site gap evolved for $\ln10$ mean waiting times has a local power of $-0.554$ between 2 and 4 sites (the continuum equation gives about $-0.59$ at the same length ratios). There the density falls with increasing length. This is a value at finite lengths, not a new limiting exponent. As $x\to0$ at fixed time, the logarithms from successive generations add up to a factor that grows more slowly than any inverse power of $x$. The local power therefore returns slowly to two, although $g/x^2$ diverges.

### Remark 3: when the mean-field rate is justified

Let $P(x_1,x_2)$ be the joint density of two adatoms in a gap. Without bonding it satisfies

$$
D\left(\frac{\partial^2P}{\partial x_1^2}
+\frac{\partial^2P}{\partial x_2^2}\right)
+F[n(x_1)+n(x_2)]=0 .
$$

The last term on the left describes the arrival of one atom while the other is already present. The product $n(x_1)n(x_2)$ is a solution, because $Dn''=-F$. If every encounter bonds, however, $P$ must vanish at $x_1=x_2$, which the product does not do.

The product remains a good approximation if the probability $p$ that an encounter bonds is small enough for the gap length, as estimated below. Let $h$ be the hop rate in one direction, so that $D=ha^2$. The probability of an adatom on a site is $na$. Adjacent pairs occur with probability $(na)^2$ per site, and either atom can hop towards the other. The bonding rate per site is

$$
2ph(na)^2=2pDn^2 .
$$

Division by $a$ gives the rate per length and identifies $\kappa=2p$.

The size of the error follows from scaling. When all encounters bond, $P$ is of order $F^2L^4/D^2$ in a gap $L$. The current into the diagonal, per length, is of order $DP/L$, and the total rate is of order $F^2L^4/D$. The mean-field total is of order $pF^2L^5/(Da)$. Mean field is therefore controlled for $pL/a\ll1$, and at $p=1$ it overcounts by a factor proportional to $L/a$. A two-adatom lattice calculation gives factors of 26 for 60 sites and 52 for 120 sites. The theorem does not settle the small-gap power in that strongly correlated case.

### Remark 4: imperfect capture at islands

Suppose a hop into an island succeeds with probability $q$. At the first site the captured current is $qhn_1$. A fictitious density $n_0$ at the island site would give current $h(n_1-n_0)$, so $n_0=(1-q)n_1$. Extrapolating this straight line to zero places the zero of $n$ a distance

$$
\ell=a\left(\frac1q-1\right)
$$

behind the island. The profile becomes

$$
n(x)=\frac{F}{2D}[x(y-x)+\ell y],
$$

which satisfies $n(0)=\ell n'(0)$. The nucleation rate no longer vanishes at $x=0$, and the square law requires $x\gg\ell$.

### Worked example

Take round model parameters: $T=200$ K, $a=0.25$ nm, attempt rate $10^{13}\ \mathrm{s^{-1}}$ and hop barrier $0.30$ eV. With $k_BT=0.01723$ eV, kept unrounded in the evaluation,

$$
h=10^{13}e^{-0.30/0.01723}\ \mathrm{s^{-1}}
\approx2.756\times10^5\ \mathrm{s^{-1}},
$$

and $D=ha^2=1.723\times10^4\ \mathrm{nm^2/s}$. An extra barrier of $0.16$ eV for dimer formation gives $p=9.293\times10^{-5}$. Atoms arrive at $10^{-3}$ per site and second for 10 s, to a coverage of $0.01$. Thus $F=4.0\times10^{-3}\ \mathrm{nm^{-1}s^{-1}}$.

Since $\kappa=2p$,

$$
K=\frac{pF^2}{2Da}
=\frac{(9.293\times10^{-5})(4.0\times10^{-3})^2}
{2(1.723\times10^4)(0.25)}
=1.726\times10^{-13}\ \mathrm{nm^{-5}s^{-1}} .
$$

The late-time law gives the island density

$$
N=1.76655\left(\frac{1.726\times10^{-13}\times10}{30}\right)^{1/5}
\mathrm{nm^{-1}}=3.97\times10^{-3}\ \mathrm{nm^{-1}},
$$

or $3.97\times10^4\ \mathrm{cm^{-1}}$. The mean gap is 252 nm, or about 1000 sites.

One tenth of the mean gap is 25.2 nm. The fraction of shorter gaps is

$$
\frac{5.1375}{3}(0.1)^3-\frac{6.9751}{4}(0.1)^4
+\frac{2.9063}{5}(0.1)^5=1.54\times10^{-3}.
$$

The leading term alone gives $1.71\times10^{-3}$, which is 11% above this value. Randomly placed islands with the same mean gap would give $1-e^{-0.1}=0.095$, about 62 times as much.

**Neglected effects.** Weighting gaps by their splitting rate gives a typical splitting length of about 1600 sites, for which $pL/a=0.15$. The two-adatom calculation, scaled at fixed $pL/a$, puts the nucleation rate at 0.94 of its mean-field value. As $N$ varies as the fifth root of the rate, this lowers $N$ by about 1%.

Uncaptured adatoms amount to 4.8% of the deposit. The slowest diffusion mode of a mean gap relaxes in $L^2/(\pi^2D)=0.37$ s, well below the 10 s of growth. On an initially bare line the early stage does not satisfy A2. The late-time law can be used only after the first gaps have split repeatedly. In this example that condition is not met. Before capture matters, $n=Ft$ and A3 gives $N=2pDF^2t^3/(3a)$. At 1 s this is only about $7\times10^{-5}\ \mathrm{nm^{-1}}$, against $2.5\times10^{-3}\ \mathrm{nm^{-1}}$ from the late-time law. Most islands form within the next few seconds, which leaves little time for repeated splitting before 10 s. The numbers above are therefore values of the late-time law, not accurate predictions for growth on an initially bare line. If the profile is allowed to evolve in time from a bare line, $N$ at 10 s is roughly 10% lower, and the fraction of gaps below one tenth of the mean is roughly $2.6\times10^{-3}$. The contrast with random placement is then somewhat under forty rather than about sixty.

Finite island length matters more for close pairs. The mean island is 2.5 nm long, one tenth of the 25.2 nm limit. If that limit is read as a centre-to-centre distance, the free gap is shorter by the mean length of the two islands. With islands of mean size that would be 10%, and the cubic growth of the count would lower it by about 27%. Islands beside a short gap are smaller, because they collect almost nothing from that side and one of them is young. In the model their length is about two thirds of the mean, and the count falls by about 17%.

**The real case.** The temperature, spacing and hop barrier lie in the rough regime of metal adatoms in the troughs of a strongly anisotropic fcc (110) surface. With an assumed cross-trough barrier of 0.60 eV, an adatom makes $7\times10^{-3}$ sideways hops before capture. At 0.50 eV it would make about two, and at 0.40 eV about 800. The one-dimensional description at this temperature therefore requires a cross-trough barrier well above 0.5 eV. On real (110) surfaces crossing by exchange can have a barrier not far above that of the in-trough hop, so this condition must be checked for each metal. Assume a dimer bond of 0.30 eV. By detailed balance a breakup must also cross the 0.16 eV dimer barrier, so its rate is $2hp\,e^{-0.30\,\mathrm{eV}/k_BT}$, and the expected number of breakups of a dimer in 10 s is $1.4\times10^{-5}$. Without the factor $p$ it would be 0.15.

The dimer barrier is the special assumption. It is not a property of a named metal, and adatoms that bond on contact would break it. Mean field with $p=1$ and all else fixed would give a mean gap of $252\,p^{1/5}\approx39$ nm. The two lattice overcounts suggest a factor of about $0.43L/a$. Take $L$ as 1.6 mean gaps and call the corrected mean gap $S$. Dividing the rate by the overcount multiplies the mean gap by the fifth root of the overcount, so $S=39\ \mathrm{nm}\times(0.43\times1.6\,S/a)^{1/5}$. The solution is roughly 130 nm. This is only a rough estimate, because the time law also changes.

Capture at islands must remain easy. A residual island barrier of 0.02 eV gives $\ell=0.55$ nm. Near an island the nucleation rate is then proportional to $(x+\ell)^2$, about 4% above the square law at 25 nm. If islands carried the full 0.16 eV barrier, $\ell$ would be about 2700 nm, far longer than the mean gap found here. The adatom profile would be nearly flat, and the gap density would stay finite at zero length instead of vanishing as the square. The square law should therefore be used for placing islands only where adatoms stay in one trough, their profile between islands is steady, short gaps left from the start are outnumbered by those made in later splits, dimer formation is slow, capture by existing islands is fast, and the gaps considered are much longer than both $\ell$ and the islands but much shorter than the mean gap.

## Calculated quantities

```
m2 = 1.17847; by quadrature 1.17847
m5 = 3.44080; omega = 0.114693
G(0)/G(1) = 1.76655
C = 5.1375; direct evolution 5.1375
u^3 coefficient = -6.9751
u^4 coefficient = 2.9063
Direct evolution: initial gap 400 sites
Direct late mean gap = 40.000 sites
Local power, 2 to 4 sites, first splitting = 1.985
Local power, late, direct = 1.898
Local power, late, series = 1.898
Local power, length-independent rate = -0.554
M2/L^2 at z=5: direct 0.47757, series 0.47757
Temperature = 200 K; kT = 0.01723 eV
Site spacing = 0.25 nm; attempt rate = 1e+13 1/s
Hop barrier = 0.30 eV; extra pair barrier = 0.16 eV
Hop rate, one direction = 2.756e+05 1/s
D = 1.723e+04 nm^2/s = 1.723e-10 cm^2/s
Bonding probability p = 9.293e-05
Deposition = 1e-03 per site per s for 10.0 s
Coverage = 0.010; F = 4.000e-03 1/(nm s)
K = 1.726e-13 1/(nm^5 s)
Island density = 3.9731e-03 1/nm = 3.973e+04 1/cm
Mean gap = 251.7 nm = 1007 sites
Small-gap limit = 25.2 nm (u = 0.1)
Fraction below limit, full series = 1.5439e-03
Fraction below limit, leading term = 1.7125e-03
Fraction below limit, random islands = 9.5163e-02
Splitting-weighted gap = 1633 sites
p times that gap = 0.1517
Nucleation rate / mean field, 60-site grid = 0.9400
Nucleation rate / mean field, 120-site grid = 0.9395
Overcount if p=1, 60-site gap = 26.04
Overcount if p=1, 120-site gap = 51.59
Adatom stock / deposited atoms = 0.0477
Profile relaxation time, mean gap = 0.3726 s
Mean adatom life = 0.4771 s
Cross-trough barrier = 0.60 eV; hops per life = 7.25e-03
Dimer bond = 0.30 eV; breakups per run = 1.41e-05
Mean island length = 2.52 nm
Residual island barrier = 0.02 eV
Shift of profile zero = 0.548 nm
```
